Why does charging of a buried insulator notch the conducting sidewall?

**Question.** A trench is etched by vertical ions through a conducting layer, down to a buried insulator. When etching continues after the insulator is exposed, the conductor may be undercut just above it. How can vertical ions attack a vertical wall, and why there?

**The mechanism**

A short answer is that the insulator charges positively and repels late ions sideways. The charging is right, but positive charge on a level floor repels an ion mainly upward. A sideways force needs a potential that varies across the trench, and it does so because the walls conduct and stay at a lower potential than the floor. "Late" means arriving after the insulator is exposed. Before that, floor and walls are one conductor at one potential, and there is no field between them. If instead the lower walls were insulating and had charged to the floor potential, the trench bottom would be a nearly field-free pocket, and ions would be slowed and turned higher up.

The floor charges because ions and electrons enter differently. The sheath accelerates ions downward into a narrow beam. Electrons enter over a wide range of angles, and in a deep trench most strike the walls first. The exposed floor therefore gains positive charge until its ion and electron currents agree.

Deflection supplies ions to the wall, not yet a notch. The ions must also etch the wall, or remove a protective film so that neutral species can etch it.

**How many electrons reach the floor?**

Take a long trench of width w and depth h, with A = h/w. Let x run across it from 0 to w and y upward from the floor. With no field, electrons travel straight. If their velocities are isotropic in the plasma, their flux through the mouth at angle θ from the vertical is weighted by cos θ dθ. At angle θ the sideways travel is h|tan θ|, so a fraction 1 − A|tan θ| of the starting positions leads to the floor, provided tan θ is below 1/A. Call the limiting angle θₘ. Both signs of θ contribute equally, so the floor share is

S = ∫₀^θₘ cos θ (1 − A tan θ) dθ = sin θₘ − A(1 − cos θₘ).

Since tan θₘ = 1/A, we have sin θₘ = 1/√(1+A²) and cos θₘ = A/√(1+A²). Hence

S = (1 + A²)/√(1+A²) − A = √(1+A²) − A.

For a deep trench this tends to 1/(2A). A perfectly vertical ion beam would deliver its whole flux to the same floor.

**What field does the charge make?**

Set the walls and the trench mouth to zero potential and the floor to a uniform potential V. Let the trench be deep compared with w/π, and neglect space charge. Separation of variables gives

φ = Σ (4V/nπ) sin(nπx/w) exp(−nπy/w), n odd.

The coefficients are those of the sine series of a constant V. To sum it, put q = exp(iπx/w − πy/w). The odd terms qⁿ/n add up to ½ ln[(1+q)/(1−q)]. The imaginary part is half the phase of (1+q)/(1−q), which is the phase of (1+q)(1−q*) = 1 − |q|² + 2i Im q. Therefore

φ = (2V/π) arctan[ sin(πx/w) / sinh(πy/w) ].

High in the trench this falls as exp(−πy/w), so the field is confined to roughly the lowest trench width. At the left wall the field points into the wall, with magnitude

F(y) = |∂φ/∂x| at x = 0 = 2V / [w sinh(πy/w)].

**How far is an ion pushed?**

Consider singly charged vertical ions of entry energy E in eV, with V in volts, and first let V be much less than E. To leading order the ion keeps its vertical speed v and its original x while the force is evaluated. The impulse gained between y and y + dy changes its sideways velocity by −e(∂φ/∂x)dy/(mv). The remaining time to the floor is y/v. With mv² twice the kinetic energy, the shift at the floor is

Δx = −(1/2E) ∫₀^∞ y (∂φ/∂x) dy = −M′(x)/(2E), M(x) = ∫₀^∞ yφ dy.

M can be found for any floor potential V_f(x). Laplace's equation replaces ∂²φ/∂x² by −∂²φ/∂y², and integration by parts gives

M″ = −∫₀^∞ y (∂²φ/∂y²) dy = −[y ∂φ/∂y]₀^∞ + ∫₀^∞ (∂φ/∂y) dy = −V_f(x).

The bracket vanishes at both ends, and the last integral is φ(∞) − φ(0) = −V_f. The landing position is x + Δx, so

d(x + Δx)/dx = 1 + V_f(x)/(2E).

Neighbouring paths spread by this factor: the charged floor acts as a diverging lens whose local strength is set by the local potential.

For a uniform floor, M″ = −V with M = 0 at both walls gives M = Vx(w − x)/2, and

Δx = (V/2E)(x − w/2).

An ion on the centre line is not deflected; the shift grows linearly towards the walls.

**What share reaches the walls?**

An ion starting close to the left wall misses the floor if its offset is less than M′(0)/(2E). The corresponding strip at the right wall has width −M′(w)/(2E). For a positive floor potential, the lost share is, to first order,

P = [M′(0) − M′(w)]/(2Ew) = (1/2Ew) ∫₀^w V_f dx = ⟨V_f⟩/(2E).

Full trajectories over a uniform floor show how far this law extends:

V/E = 0.10: traced 0.0501, law 0.0500
V/E = 0.30: traced 0.1528, law 0.1500
V/E = 0.60: traced 0.3340, law 0.3000
V/E = 0.90: traced 0.6560, law 0.4500

At the last value the law falls short by 31% of the traced share. It holds the vertical speed fixed and evaluates the force on the undisplaced path. Neither approximation is accurate when V is comparable with E.

**Why just above the insulator?**

An ion strikes the left wall at height y when its accumulated shift equals its small starting offset D. The force applied at y′ has acted over the remaining drop y′ − y, so

D(y) = (1/2E) ∫_y^∞ (y′ − y) F(y′) dy′.

Ions landing between y and y + dy started in a strip of width −D′(y)dy. With J the incident flux per unit area of the mouth, the flux on the wall is

j/J = −D′(y) = (1/2E) ∫_y^∞ F(y′) dy′.

The derivative of the lower limit gives nothing, because the integrand is zero there. Since the integral of 1/sinh(πy′/w) from y to infinity is (w/π) ln coth(πy/2w),

j/J = (V/πE) ln coth(πy/2w).

The flux rises towards the foot, because an ion that has fallen further has gathered more sideways velocity. The ratio j/J is also the tangent of the impact angle measured from the wall surface, so weakly deflected ions only graze the wall. The logarithm grows without limit at y = 0, but the formula used the field at the wall itself, which is not justified arbitrarily close to the corner. The total stays finite: ∫₀^∞ ln coth t dt = π²/8, so each wall receives JVw/(4E) per unit length of trench. Dividing the two walls' total by Jw recovers V/(2E).

For V/E = 0.02, the ion that lands at y = 0.1w starts 0.003184w from the wall when traced, against 0.003183w from the integrated flux law.

**Does the ion keep enough energy?**

Energy conservation gives the impact energy as E − φ at the surface struck. This is E on the wall and E − V on the floor. The charge therefore moves ions to the conductor without costing them energy there. Ions with E below V cannot reach a uniform floor at all. They strike a wall or return through the mouth.

**What sets the floor potential?**

Let the ion and electron fluxes at the mouth be equal on time average. In the steady state

(ion share reaching the floor at V) = (electron share reaching the floor at V).

If V is too low, the ion current is larger and V rises; if too high, it falls. The ions missing the floor are then as numerous as the electrons missing it. Strong shading thus requires strong deflection, and V becomes comparable with the ion energies.

Raising the ion energy need not cure this. If all ion energies and V are multiplied by one factor, the ion paths keep their shapes. With the electron share held fixed, the balance then returns the same share of deflected ions at a higher V.

**A silicon trench over buried oxide**

Take a trench 2 µm wide and 10 µm deep in silicon, over 1 µm of oxide. Let the electron temperature be 4 eV. The ion energy follows a sinusoidal sheath voltage between 15 and 65 eV, and the transverse ion temperature is 0.1 eV. This assumes a bias period much longer than the time an ion needs to cross the sheath, but much shorter than the charging time of the floor. At 13.56 MHz, heavy ions such as SF₅⁺ would average over part of the voltage swing, so their energy spread would be narrower and the floor potential lower. The floor potential is taken as uniform, with its total current balanced, not the current at each point.

Here A = 10/2 = 5, and S = √26 − 5 = 0.099. Full trajectories balance the currents at

V ≈ 51 V.

The floor then receives about 14% of the entering particles of each kind. For electrons this exceeds 9.9% because the positive floor attracts them.

The ion side can be read in two parts. Writing E = 40 + 25 sin α with all phases α equally likely, and taking the less rounded floor potential of 50.9 V, the share of ions with enough energy is (1/π) arccos(10.9/25) ≈ 0.36. So about 64% lack the energy to reach the floor. Of the 36% that have it, only 14 percentage points land there; the other 22 are lost to sideways deflection and the initial angular spread.

The walls receive 85.3% of the ions and 85.8% of the electrons, while 0.6% of the ions return through the mouth. Since the floor currents balance and few particles return, the wall currents nearly balance too. This is consistent with placing the silicon at the mouth potential, but does not prove it.

The lowest 2 µm of the walls receives 68% of all ions. With the floor charge removed and everything else fixed, it receives 3.1%. The wall flux, relative to the incident flux, is

0–0.25 µm: 0.665 charged, 0.018 uncharged
0.25–0.50 µm: 0.559 charged, 0.015 uncharged
0.50–1.00 µm: 0.495 charged, 0.015 uncharged
1.00–2.00 µm: 0.128 charged, 0.015 uncharged

These are sampled values; the charged entries in the three lowest bands move by about 0.01 from one sample to another. The uncharged flux comes from transverse thermal motion. Its expected size is the mean one-sided thermal flux divided by the beam flux, √(T/4πE), where T is the transverse temperature in eV. For E = 40 eV this is 0.014. The uncharged flux is nearly uniform over these heights; the slightly larger value in the lowest band is sampling noise.

The charged flux is high near the foot and stays high up to about 0.8 µm, a broader band than the weak-deflection law suggests. It does not fall steadily: finer height steps show a second peak near 0.75 µm. Slow ions are turned well above the floor, and vertical 15 eV ions land no lower than about 0.7 µm. On the centre line, setting φ = E gives

sinh(πy/w) = 1/tan(πE/2V).

For E = 15 eV and V = 51 V, y ≈ 0.46w = 0.9 µm; for E = 40 eV, y ≈ 0.2 µm. This range of turning heights is comparable with the width of the band.

Ions striking the lowest 2 µm of wall carry 37 eV on average, against 10 eV for those reaching the floor. Their median impact angle is 47° from the wall surface, so these are no longer grazing impacts.

Shading also shows in a comparison with a trench of aspect ratio 2, all plasma parameters held fixed: its floor potential is 28 V instead of 51 V.

**How does the model compare with a real etch?**

The dimensions and energies are round, illustrative values. Real sidewalls may carry a polymer film that can hold charge, and silicon islands may be cut off from the rest of the layer. Either can change the wall potential, and that shift is not computed here. An insulating mask may charge negatively and turn back slow electrons. A 4 eV barrier at the mouth, with the ion flux held fixed, raises the floor potential from 51 V to between 57 and 58 V. This assumes that the silicon is held at the mouth potential by an outside connection, because its walls then collect more ions than electrons. A floor potential shaped as a half sine, again balanced only in total, has a peak of 69 V and a mean of 44 V, yet the share of ions on the lowest 2 µm of wall stays at 68%. Between these two profiles, the share changes much less than the peak voltage does. The uniform floor is far from balanced point by point: it focuses electrons onto its centre and spreads ions outward, so its central fifth receives about three times as many electrons as ions, while its outer parts receive almost only ions. A floor relaxed towards local balance, described roughly by four sine harmonics, therefore dips in the middle, to about 24 V at the centre against about 60 V off centre, and still sends about 67% of the ions to the lowest 2 µm of wall. The wall share is thus robust, but the single value of 51 V, the split into 64% and 36%, and the 10 eV floor energy belong to the uniform floor.

Other neglected effects are small for these numbers. Away from the walls, a parallel-plate estimate of the vertical oxide field is 51 V/1 µm = 0.51 MV/cm, well below a rough breakdown field of 10 MV/cm. Below the centre of a uniform floor, the silicon on both sides raises the field at the top of the oxide to about 0.56 MV/cm and lowers it at the bottom to about 0.47 MV/cm. At the corners this estimate does not apply: the assumed jump from floor to wall potential gives an oxide field of about V/(πr) at a small distance r, which exceeds 10 MV/cm within about 0.016 µm. A real floor potential must fall more gradually there; the half-sine profile gives a field along the floor of about 1.1 MV/cm at its edge. At 20 mTorr the estimated ion free path is 3.1 mm, far longer than the trench, and for an ion current density of 1 mA/cm² the ion space charge adds about 0.07 mV. Surface leakage is a possible exception. Let the floor have sheet resistance R and let the full ion current density J drain sideways to both walls. At distance s from the centre line the current per unit length is Js, so the potential gradient is RJs, and the centre line sits at RJw²/8 above the walls. At 1 mA/cm² this is 50 V for R = 10¹³ Ω per square and 5 V for 10¹² Ω per square. Leakage therefore already matters at the first value and largely removes the charging at the second. A contaminated surface might leak this much. The leakage threshold printed in the output, 1.3 × 10¹² Ω per square, is the cruder estimate V/(Jw²), without the factor 8 that follows from the formula above.

At an ion current density of 1 mA/cm², the oxide capacitance of 3.45 × 10⁻⁹ F/cm² needs at least

t = CV/J = (3.45 × 10⁻⁹ × 51)/10⁻³ s ≈ 0.18 ms

to charge, here with J as the current density. This is a lower estimate, because the net current falls as V rises. Ion bursts shorter than this cannot charge the floor fully, provided it discharges between bursts and the silicon below the oxide stays at the potential of the layer above.

These results describe the ion flux that starts a notch. Its later shape and growth rate also depend on ion scattering, the changing geometry and the surface chemistry. Further computed values are in the numerical output below.

Computed values

```
COLD IONS, WEAK TO STRONG CHARGING
V/E=0.02: share off floor 0.0100, law 0.0100
V/E=0.10: share off floor 0.0501, law 0.0500
V/E=0.30: share off floor 0.1528, law 0.1500
V/E=0.60: share off floor 0.3340, law 0.3000
V/E=0.90: share off floor 0.6560, law 0.4500
V/E=0.02, start offset landing at y=0.1 w: 0.003184 w, law 0.003183 w
V/E=0.02, start offset landing at y=0.4 w: 0.001164 w, law 0.001164 w
uneven floor, largest relative error of spreading: 0.0030
EXAMPLE INPUTS
width 2.0 um, depth 10.0 um, oxide 1.0 um
electron temperature 4.0 eV, transverse ion 0.1 eV
ion energy 15 to 65 eV, mean 40.0 eV
EXAMPLE RESULTS
shaded electron share, no field: formula 0.0990, traced 0.0989
balanced floor potential: 50.9 V
floor share: ions 0.141, electrons 0.142
wall share: ions 0.853, electrons 0.858
returned share: ions 0.006, electrons 0.000
ions on lowest 2.0 um of walls: charged 0.682, uncharged 0.031
wall ion flux / incident flux, by height:
  0.00-0.25 um: charged 0.665, uncharged 0.018
  0.25-0.50 um: charged 0.559, uncharged 0.015
  0.50-1.00 um: charged 0.495, uncharged 0.015
  1.00-2.00 um: charged 0.128, uncharged 0.015
  2.00-4.00 um: charged 0.033, uncharged 0.015
  4.00-10.00 um: charged 0.018, uncharged 0.015
median height of wall impacts: 0.71 um
mean impact energy: wall foot 37.2 eV, floor 10.4 eV
median foot impact angle from wall surface: 46.9 deg
floor potential at aspect ratio 2: 28.4 V
NEGLECTED EFFECTS
domed floor: peak 69.0 V, mean 43.9 V, foot share 0.680
mask barrier of 4.0 V for electrons: floor 57.1 V
oxide field: 0.51 MV/cm
charging time at 1 mA/cm2: 0.176 ms
rf ripple at 13.56 MHz: 0.0214 V
ion free path at 20 mTorr, 300 K: 3.1 mm
ion space-charge potential: 0.072 mV
charges on floor square of side w: 43874
leakage matters below 1.3e+12 ohm per square
```
